# The Multipolar Gauge: Potentials from Fields and Their Multipole Expansion, part 1

(Sections cited here and not found follow in the second part.)

A calculation of an atom or molecule in an external field that varies across the system needs a Hamiltonian, and the Hamiltonian contains potentials, while the apparatus specifies \(\mathbf E\) and \(\mathbf B\). Three things have to be decided: which potentials to write down for the given fields, about which point to expand them, and which terms of the expansion to keep. Is \(-\mathbf d\cdot\mathbf E\) enough, or does the field gradient matter? Does the term quadratic in \(B\) have a meaning of its own, or does it change when the origin is moved? The multipolar gauge settles these questions, because in it the potentials are explicit integrals of the fields along straight lines from a chosen centre, and their Taylor expansion is the multipole expansion of the coupling.

## Conventions and statement

Hartree atomic units are used, with \(\hbar=1\) and no factor of \(c\) in the coupling. A particle of charge \(q\) and mass \(m\) has

\[
H=\frac{(\mathbf p-q\mathbf A)^2}{2m}+V(\mathbf r)+q\phi,\qquad \mathbf E=-\nabla\phi-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .
\]

The fields are classical and external. The internal binding, including the Coulomb fields of the nuclei, is in \(V\), a multiplicative operator. The centre \(\mathbf R\) is fixed in time, \(\mathbf x=\mathbf r-\mathbf R\), and repeated indices are summed. The result to be derived is

\[
\phi(\mathbf r,t)=-\mathbf x\cdot\int_0^1 \mathbf E(\mathbf R+\lambda\mathbf x,t)\,d\lambda,\qquad
\mathbf A(\mathbf r,t)=\int_0^1\lambda\,\mathbf B(\mathbf R+\lambda\mathbf x,t)\,d\lambda\times\mathbf x. \tag{1}
\]

These potentials generate \(\mathbf E\) and \(\mathbf B\), and among potentials continuous at \(\mathbf R\) they are the only ones with \(\mathbf x\cdot\mathbf A=0\) and \(\phi(\mathbf R,t)=0\). The region must be star-shaped about \(\mathbf R\), meaning that it contains the segment from \(\mathbf R\) to each of its points, since (1) samples the fields on that segment. Static fields are a special case; time dependence costs nothing and shows how the two potentials share the electric field.

Both derivations use two identities. The chain rule along the ray gives, for any differentiable \(F\),

\[
\frac{d}{d\lambda}F(\mathbf R+\lambda\mathbf x)=x_j\,(\partial_jF)(\mathbf R+\lambda\mathbf x). \tag{2}
\]

The contraction \(\epsilon_{ijk}\epsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}\) gives

\[
[\mathbf x\times(\nabla\times\mathbf F)]_i=\epsilon_{ijk}x_j\epsilon_{klm}\partial_lF_m=x_j\partial_iF_j-x_j\partial_jF_i. \tag{3}
\]

## First derivation: integrating the gauge condition along rays

Here only the fields are given. They are continuously differentiable in space and time and obey \(\nabla\cdot\mathbf B=0\) and \(\nabla\times\mathbf E=-\partial_t\mathbf B\). Charges and currents may be present, so \(\nabla\cdot\mathbf E\) and \(\nabla\times\mathbf B\) are free.

Suppose first that potentials with \(\mathbf x\cdot\mathbf A=0\) and \(\phi(\mathbf R,t)=0\) exist. Project the definition of \(\mathbf E\) on \(\mathbf x\). Because \(\mathbf R\) does not move, \(\mathbf x\cdot\partial_t\mathbf A=\partial_t(\mathbf x\cdot\mathbf A)=0\), and so \(\mathbf x\cdot\mathbf E=-\mathbf x\cdot\nabla\phi\). Written at the point \(\mathbf R+\lambda\mathbf x\), whose displacement is \(\lambda\mathbf x\), and divided by \(\lambda\), this is by (2)

\[
\frac{d}{d\lambda}\phi(\mathbf R+\lambda\mathbf x)=-\mathbf x\cdot\mathbf E(\mathbf R+\lambda\mathbf x).
\]

Integration from 0 to 1 with \(\phi(\mathbf R)=0\) gives the first half of (1).

For the vector potential, differentiate the gauge condition and use (3) to replace \(x_j\partial_iA_j\):

\[
0=\partial_i(x_jA_j)=A_i+x_j\partial_iA_j=A_i+x_j\partial_jA_i+(\mathbf x\times\mathbf B)_i .
\]

Thus \(\mathbf A+(\mathbf x\cdot\nabla)\mathbf A=\mathbf B\times\mathbf x\). At the point with displacement \(\lambda\mathbf x\) the left side is \(\mathbf A+\lambda\,d\mathbf A/d\lambda\), a total derivative:

\[
\frac{d}{d\lambda}\big[\lambda\mathbf A(\mathbf R+\lambda\mathbf x)\big]=\lambda\,\mathbf B(\mathbf R+\lambda\mathbf x)\times\mathbf x .
\]

For \(\mathbf A\) continuous at the centre, \(\lambda\mathbf A\to0\) at the lower limit, and integration gives the second half of (1). This proves uniqueness. Continuity is needed: the gradient of a function of direction alone is perpendicular to \(\mathbf x\), has no curl away from the centre and grows as \(1/|\mathbf x|\), so it could otherwise be added to \(\mathbf A\).

It remains to show that (1) does generate the fields. The Maxwell equations are withheld until the end of this check, to see where they enter. Use \(\nabla\times(\mathbf a\times\mathbf c)=\mathbf a(\nabla\cdot\mathbf c)-\mathbf c(\nabla\cdot\mathbf a)+(\mathbf c\cdot\nabla)\mathbf a-(\mathbf a\cdot\nabla)\mathbf c\) with \(\mathbf a=\mathbf B(\mathbf R+\lambda\mathbf x)\) and \(\mathbf c=\mathbf x\). Then \(\nabla\cdot\mathbf c=3\) and \((\mathbf a\cdot\nabla)\mathbf c=\mathbf a\). Each derivative of \(\mathbf a\) with respect to \(\mathbf r\) brings a factor \(\lambda\), so \(\nabla\cdot\mathbf a=\lambda\nabla\cdot\mathbf B\) and \((\mathbf x\cdot\nabla)\mathbf a=\lambda\,d\mathbf B/d\lambda\). With all integrands taken at \(\mathbf R+\lambda\mathbf x\),

\[
\nabla\times\mathbf A=\int_0^1\Big[2\lambda\mathbf B+\lambda^2\frac{d\mathbf B}{d\lambda}\Big]d\lambda-\mathbf x\int_0^1\lambda^2\,\nabla\cdot\mathbf B\,d\lambda
=\mathbf B(\mathbf r)-\mathbf x\int_0^1\lambda^2\,\nabla\cdot\mathbf B\,d\lambda, \tag{4}
\]

because the bracket is \(d(\lambda^2\mathbf B)/d\lambda\). For the electric field, the product rule and (3) give

\[
-\partial_i\phi=\int_0^1\big[E_i+\lambda x_j\partial_iE_j\big]d\lambda=\int_0^1\Big[E_i+\lambda\frac{dE_i}{d\lambda}\Big]d\lambda+\int_0^1\lambda\,[\mathbf x\times(\nabla\times\mathbf E)]_i\,d\lambda .
\]

The first integral on the right is \([\lambda E_i]_0^1=E_i(\mathbf r)\). Reversing the cross product in (1) gives \(-\partial_t\mathbf A=\mathbf x\times\int\lambda\,\partial_t\mathbf B\,d\lambda\). The sum is

\[
-\nabla\phi-\partial_t\mathbf A=\mathbf E(\mathbf r)+\mathbf x\times\int_0^1\lambda\,(\nabla\times\mathbf E+\partial_t\mathbf B)\,d\lambda. \tag{5}
\]

The remainders in (4) and (5) are ray integrals of the two homogeneous Maxwell equations and vanish for physical fields. The two gauge conditions hold by inspection, since \(\mathbf A\) is a cross product with \(\mathbf x\) and \(\phi\) carries a factor \(\mathbf x\).

The numerical check evaluates (1) by quadrature for a non-polynomial, time-dependent field with sources and differentiates the result numerically. The largest component of the error in the recovered fields is \(9.3\times10^{-13}\) au for \(\mathbf E\) and \(2.1\times10^{-13}\) au for \(\mathbf B\). For fields altered to violate the homogeneous equations the recovery fails by 0.99 au and 1.42 au, and the program asserts that these failures equal the remainders in (5) and (4).

## Second derivation: a phase transformation from an arbitrary gauge

Now the starting point is a Hamiltonian \(H'\) with some potentials \(\phi',\mathbf A'\), continuously differentiable on the region, and a wave function obeying \(i\partial_t\psi'=H'\psi'\). Put \(\psi=e^{iq\chi}\psi'\) with a real function \(\chi(\mathbf r,t)\). Since \(\mathbf p=-i\nabla\), one has \(\mathbf p\,e^{iq\chi}=e^{iq\chi}(\mathbf p+q\nabla\chi)\), and with \(\mathbf A=\mathbf A'+\nabla\chi\),

\[
(\mathbf p-q\mathbf A)\,e^{iq\chi}=e^{iq\chi}(\mathbf p-q\mathbf A').
\]

Applied twice, this carries the kinetic term over. The time derivative gives \(i\partial_t\psi=e^{iq\chi}(H'-q\,\partial_t\chi)\psi'\). The phase commutes with \(V\) and \(\phi'\) because they are multiplicative. So \(\psi\) obeys the Schrödinger equation with

\[
\mathbf A=\mathbf A'+\nabla\chi,\qquad \phi=\phi'-\partial_t\chi .
\]

Choose \(\chi\) to remove the radial component of the vector potential. The condition \(\mathbf x\cdot(\mathbf A'+\nabla\chi)=0\), written along the ray as before, reads \(d\chi(\mathbf R+\lambda\mathbf x)/d\lambda=-\mathbf x\cdot\mathbf A'(\mathbf R+\lambda\mathbf x)\). This fixes \(\chi\) up to its value at the centre. The condition \(\phi(\mathbf R,t)=0\) requires \(\partial_t\chi(\mathbf R,t)=\phi'(\mathbf R,t)\), which fixes that value up to a constant, a global phase. Hence

\[
\chi(\mathbf r,t)=-\int_0^1\mathbf x\cdot\mathbf A'(\mathbf R+\lambda\mathbf x,t)\,d\lambda+\int_0^t\phi'(\mathbf R,t')\,dt'. \tag{6}
\]

The gradient of (6) is \(\partial_i\chi=-\int_0^1[A_i'+\lambda x_j\partial_iA_j']\,d\lambda\). The old potential itself can be written as a ray integral by (2): \(A_i'(\mathbf r)=\int_0^1 d(\lambda A_i')=\int_0^1[A_i'+\lambda x_j\partial_jA_i']\,d\lambda\). In the sum the undifferentiated terms cancel, and (3) identifies the rest:

\[
A_i=\int_0^1\lambda\,x_j(\partial_jA_i'-\partial_iA_j')\,d\lambda=-\int_0^1\lambda\,[\mathbf x\times(\nabla\times\mathbf A')]_i\,d\lambda=\int_0^1\lambda\,(\mathbf B\times\mathbf x)_i\,d\lambda .
\]

For the scalar potential, \(\phi'(\mathbf r)-\phi'(\mathbf R)=\int_0^1\mathbf x\cdot\nabla\phi'\,d\lambda\) by (2), so

\[
\phi=\phi'(\mathbf r)-\phi'(\mathbf R)+\int_0^1\mathbf x\cdot\partial_t\mathbf A'\,d\lambda=\int_0^1\mathbf x\cdot(\nabla\phi'+\partial_t\mathbf A')\,d\lambda=-\mathbf x\cdot\int_0^1\mathbf E\,d\lambda .
\]

This is (1) again, and all memory of the starting gauge has gone. The program asserts both relations, \(\mathbf A=\mathbf A'+\nabla\chi\) and \(\phi=\phi'-\partial_t\chi\), with \(\chi\) from (6) differentiated numerically and compared with (1) evaluated from the fields.

For static potentials (6) is \(\chi_0(\mathbf r)+\phi'(\mathbf R)\,t\). A stationary state \(\psi'\propto e^{-i\mathcal E't}\) turns into one with \(\mathcal E=\mathcal E'-q\phi'(\mathbf R)\). All levels move by the same constant and level differences do not change. For several particles the phase is \(\exp[i\sum_aq_a\chi(\mathbf r_a,t)]\), which commutes with the Coulomb interaction; the couplings below are then summed over particles, and the levels move by minus the total charge times \(\phi'(\mathbf R)\), which is zero for a neutral system when all its charges are counted. The spin term \(-(g_sq/2m)\,\mathbf S\cdot\mathbf B(\mathbf r)\) commutes with the phase and is the same in every gauge.

## What each derivation assumes

Both need the star-shaped region and the fixed centre. If \(\mathbf R\) moves, \(\partial_t\mathbf x\neq0\), and the step \(\mathbf x\cdot\partial_t\mathbf A=\partial_t(\mathbf x\cdot\mathbf A)\) of the first derivation and the time derivative of (6) in the second both acquire terms in \(\dot{\mathbf R}\). If the region is not star-shaped, both fail. Outside a long solenoid \(\mathbf B=0\), yet \(\mathbf A=0\) would miss the enclosed flux; (1) gives a valid potential only when the rays are followed through the solenoid, with the field inside it. A point source of the external field spoils the integrals on the rays that pass through it.

The first derivation assumes the homogeneous Maxwell equations and derivatives of the fields, and it proves that potentials exist. It is classical vector calculus: it delivers \(\phi\) and \(\mathbf A\), shows through (4) and (5) what is lost if an interpolated field map is not exactly divergence-free, and says nothing about wave functions.

The second derivation assumes that potentials exist, which hides the homogeneous equations in the premise; it never differentiates \(\mathbf E\) or \(\mathbf B\). In return it gives the unitary map between the descriptions, the energy offset and the meaning of \(\mathbf p\) in the new gauge. It also exposes an assumption that the first cannot see, the locality of \(V\). A nonlocal operator with kernel \(V(\mathbf r,\mathbf r')\), such as a nonlocal pseudopotential, becomes \(e^{iq\chi(\mathbf r)}V(\mathbf r,\mathbf r')e^{-iq\chi(\mathbf r')}\), and inserting (1) into the kinetic term alone then gives a Hamiltonian that is not equivalent to \(H'\).

Neither derivation uses the inhomogeneous Maxwell equations. They enter only in simplifications, and the first of these is the divergence of \(\mathbf A\). From \(\nabla\cdot(\mathbf a\times\mathbf c)=\mathbf c\cdot\nabla\times\mathbf a-\mathbf a\cdot\nabla\times\mathbf c\) and \(\nabla\times\mathbf x=0\),

\[
\nabla\cdot\mathbf A=\int_0^1\lambda^2\,\mathbf x\cdot(\nabla\times\mathbf B)\,d\lambda. \tag{7}
\]

This vanishes for static fields with no current in the region, where the multipolar gauge is also a Coulomb gauge. Otherwise \(\mathbf p\cdot\mathbf A\neq\mathbf A\cdot\mathbf p\) in general. For the test field (7) is asserted against a numerical divergence and equals 0.270 au at the test point.

## Expansion in multipoles

When the Taylor series of the fields about \(\mathbf R\) converges along the ray up to \(\lambda=1\), which is more than analyticity on the ray, \(\mathbf F(\mathbf R+\lambda\mathbf x)=\sum_n\lambda^n\mathbf F_n\) with \(\mathbf F_n=(\mathbf x\cdot\nabla)^n\mathbf F(\mathbf R)/n!\), the derivatives acting on the field at \(\mathbf R\). The integrals \(\int_0^1\lambda^nd\lambda=1/(n+1)\) and \(\int_0^1\lambda^{n+1}d\lambda=1/(n+2)\) give

\[
\phi=-\sum_{n}\frac{x_i(\mathbf x\cdot\nabla)^nE_i}{(n+1)!},\qquad \mathbf A=\sum_n\frac{[(\mathbf x\cdot\nabla)^n\mathbf B]\times\mathbf x}{n!\,(n+2)}. \tag{8}
\]

Term \(n\) is of degree \(n+1\) in \(\mathbf x\), so keeping \(n\le N\) leaves an error of order \(|\mathbf x|^{N+2}\); for this truncated statement \(N+1\) continuous derivatives suffice. The program measures error orders 2.00, 3.00, 4.00 and 5.00 for \(N=0\) to 3, for both potentials, against quadrature of (1). In matrix elements \(|\mathbf x|\) is replaced by the size \(a\) of the state about \(\mathbf R\). The expansion parameter is then \(a/\ell\), with \(\ell\) the length over which the field changes, so the centre belongs inside the system. What happens when \(a\) approaches \(\ell\) depends on the field. For a plane wave, \(\ell=1/k\), each derivative brings at most a factor \(k\) and the factorials in (8) make the series converge for every \(\mathbf x\). This is convergence point by point. Between bound states that decay exponentially the moments of \(|\mathbf x|\) grow factorially as well, and the series of matrix elements has a finite radius. A product of states that decays as \(e^{-\beta r}\) has a Fourier transform with poles at \(k=\pm i\beta\), so the series converges only for \(k<\beta\), which is \(3/2\) bohr\(^{-1}\) for the 1s–2p pair of hydrogen. For the field of a point charge at distance \(\ell\) from \(\mathbf R\), the series for \(\phi\) is the Legendre expansion of the Coulomb potential, which diverges for \(|\mathbf x|>\ell\) even on rays that miss the charge; the truncation then fails for a state that extends as far as the source. Equation (1) remains valid on those rays.

### Electric terms

The terms \(n=0,1\) give \(q\phi=-qx_iE_i-\tfrac q2x_ix_j\partial_jE_i\). The first is \(-\mathbf d\cdot\mathbf E\) with \(\mathbf d=q\mathbf x\). For the second define the traceless quadrupole \(\Theta_{ij}=\tfrac q2(3x_ix_j-|\mathbf x|^2\delta_{ij})\). Contracting it, \(\Theta_{ij}\partial_jE_i=\tfrac{3q}2x_ix_j\partial_jE_i-\tfrac q2|\mathbf x|^2\nabla\cdot\mathbf E\); dividing by 3 and solving for the required combination,

\[
q\phi=-\mathbf d\cdot\mathbf E-\tfrac13\Theta_{ij}\,\partial_jE_i-\tfrac q6|\mathbf x|^2\,\nabla\cdot\mathbf E+O(|\mathbf x|^3). \tag{9}
\]

The last term is proportional to the external charge density at the centre and can be dropped only when \(\nabla\cdot\mathbf E(\mathbf R)=0\). For the test field, with \(\nabla\cdot\mathbf E(\mathbf R)=0.919\) au, the measured error order is 3.00 with this term and 1.99 without it.

Since \(x_ix_j\) is symmetric, only the symmetric part of \(\partial_jE_i\) appears in (9). The antisymmetric part of the linear field is, by (3) and Faraday's law, \(\tfrac12x_j(\partial_jE_i-\partial_iE_j)=-\tfrac12[\mathbf x\times(\nabla\times\mathbf E)]_i=\tfrac12(\mathbf x\times\partial_t\mathbf B)_i\), and this equals \(-\partial_t\) of the \(n=0\) term \(\tfrac12\mathbf B\times\mathbf x\) of \(\mathbf A\). The first gradient of \(\mathbf E\) is therefore shared: its symmetric part is carried by \(\phi\), its antisymmetric part by the time derivative of the term of \(\mathbf A\) that gives the magnetic dipole coupling below. The two parts are in general independent, and either can dominate. In a plane wave of wave vector \(\mathbf k\perp\mathbf E\) and frequency \(\Omega\) they are equal in size, and \(B=kE/\Omega\). For a state of size \(a\) with angular momentum of order one, the quadrupole coupling, of order \(|q|a^2kE\), then stands to the magnetic dipole coupling, of order \(|q|B/m\), as about \(m\Omega a^2\). When this is of order one the two have to be kept together, while at much lower frequency the magnetic dipole dominates. In static fields the antisymmetric part is zero, \(\phi\) is the electrostatic potential measured from \(\mathbf R\), and the strengths of \(\mathbf E\) and \(\mathbf B\) are independent.

The potentials (1) have now been derived in two ways and expanded in multipoles, and the electric coupling has been written out through the quadrupole and the term in \(\nabla\cdot\mathbf E\). What remains is to write out the magnetic terms, to see what changes when the centre is moved, and to test the expansion on a worked example.
